# Bethe's Level Shift from the Zero-Point Energy of a Dilute Gas

## The form of the answer

A dilute gas changes the frequencies of the electromagnetic modes in a box, and with them the zero-point energy. If all atoms are in state \(n\), the change per atom belongs to the energy of that state. To first order in the density it is linear in the atomic polarizability \(\alpha_n(\omega)\). The vacuum has no preferred direction, so only the orientation average of the polarizability can enter.

In Gaussian units \(\alpha_n\) is a volume. Hence \(\alpha_n\omega^3/c^3\) is dimensionless, and \(\hbar\,d\omega\) is an energy. Dimensions alone do not fix the form: the same integral along imaginary frequencies, or a term built from a cutoff frequency, would also qualify. If each mode contributes through the polarizability at its own real frequency, and no other frequency enters the weight, then \(\hbar\) and \(c\) leave the form

\[
\Delta E_n=-C\,\frac{\hbar}{c^3}\int\omega^3\alpha_n(\omega)\,d\omega .
\]

The number \(C\) must be calculated. The minus sign anticipates that a positive polarizability slows light and lowers the frequency of a mode of fixed wavelength.

## Assumptions and theorem

The atom has one nonrelativistic, spinless electron of charge \(-e\) and mass \(m\), bound to a fixed centre by a potential \(V(\mathbf r)\). Its states have energies \(E_m\), and \(\omega_{mn}=(E_m-E_n)/\hbar\). The field is treated in the dipole approximation and to order \(e^2\). Modes are kept up to a cutoff \(\Omega\). The symbol P denotes a principal value.

**Theorem.** In the zero-density limit the zero-point energy per atom changes by

\[
\Delta E_n(\Omega)=-\frac{\hbar}{\pi c^3}\,\mathrm P\!\!\int_0^\Omega\omega^3\alpha_n(\omega)\,d\omega. \tag{1}
\]

Subtract the same quantity for a free electron. If the important transitions satisfy \(|\omega_{mn}|\ll\Omega\), the leading result is Bethe's formula,

\[
\Delta E_n^{\rm B}=\frac{2e^2}{3\pi\hbar m^2c^3}\sum_m|\mathbf p_{mn}|^2(E_m-E_n)\ln\frac{\hbar\Omega}{|E_m-E_n|}. \tag{2}
\]

The choice \(\hbar\Omega\approx mc^2\) is an estimate of where the nonrelativistic treatment fails; the theorem does not supply it.

## Lemma 1: polarizability and sum rule

\[
\alpha_n(\omega)=\frac{2e^2}{3\hbar}\sum_m\frac{\omega_{mn}|\mathbf r_{mn}|^2}{\omega_{mn}^2-\omega^2},
\qquad \sum_m\omega_{mn}|\mathbf r_{mn}|^2=\frac{3\hbar}{2m}. \tag{3}
\]

**Proof.** Apply a field \(E\cos\omega t\) along \(z\), with interaction \(-d_zE\cos\omega t\), switched on slowly. First-order perturbation theory gives the amplitude of state \(m\):

\[
a_m=\frac{(d_z)_{mn}E}{2\hbar}\left[\frac{e^{i(\omega_{mn}+\omega)t}}{\omega_{mn}+\omega}+\frac{e^{i(\omega_{mn}-\omega)t}}{\omega_{mn}-\omega}\right].
\]

The induced dipole is \(2\,\mathrm{Re}\sum_m(d_z)_{nm}a_me^{-i\omega_{mn}t}\). The two terms add to

\[
\frac{E\cos\omega t}{\hbar}\sum_m|(d_z)_{mn}|^2\frac{2\omega_{mn}}{\omega_{mn}^2-\omega^2}.
\]

Since \(|d_z|^2=e^2|z|^2\), and the orientation average replaces \(|z_{mn}|^2\) by \(|\mathbf r_{mn}|^2/3\), the first formula follows.

For the sum rule, let \(H_0=p^2/2m+V\). Then \([H_0,x]=-i\hbar p_x/m\), so \([x,[H_0,x]]=\hbar^2/m\). Written out, the double commutator is \(2xH_0x-x^2H_0-H_0x^2\). Its expectation value in state \(n\) is \(2\sum_m(E_m-E_n)|x_{mn}|^2\). Thus \(\sum_m\omega_{mn}|x_{mn}|^2=\hbar/2m\), and three components give (3). \(\square\)

The matrix element of \([x,H_0]=i\hbar p_x/m\) also gives \(-\hbar\omega_{mn}x_{mn}=i\hbar(p_x)_{mn}/m\), so

\[
\mathbf p_{mn}=im\omega_{mn}\mathbf r_{mn}. \tag{4}
\]

## Lemma 2: the mode sum

Away from resonances, the first-order change of the zero-point energy gives the integrand of (1).

**Proof.** At low density \(\rho\), local-field corrections are of higher order. The dielectric constant is \(1+4\pi\rho\alpha_n\), and the refractive index is

\[
n(\omega)\simeq1+2\pi\rho\,\alpha_n(\omega).
\]

The box fixes the wave number \(k\), not the frequency. With \(\omega_k=ck\), the condition \(\omega n(\omega)=ck\) becomes, to first order in \(\rho\),

\[
\delta\omega_k=-\omega_k[n(\omega_k)-1]=-2\pi\rho\,\omega_k\alpha_n(\omega_k). \tag{5}
\]

Each mode has zero-point energy \(\tfrac12\hbar\omega\), and there are two polarizations. For a box of volume \(V_b\) the change is

\[
2V_b\int\frac{d^3k}{(2\pi)^3}\,\frac{\hbar}{2}\,\delta\omega_k
=-2\pi\hbar\rho V_b\int\frac{4\pi\omega^2d\omega}{8\pi^3c^3}\,\omega\alpha_n(\omega).
\]

The numerical factor is \(2\pi\cdot4\pi/8\pi^3=1/\pi\). Division by the number of atoms, \(\rho V_b\), gives (1), so \(C=1/\pi\). \(\square\)

## Lemma 3: resonances give a principal value

Equation (5) diverges at \(\omega_k=|\omega_{mn}|\), so the full dispersion relation is needed there. Near one resonance \(\omega_0\) write \(\alpha_n=A/(\omega_0^2-\omega^2)\), \(s=4\pi\rho A\) and \(K=ck\). Then

\[
\omega^2\left(1+\frac{s}{\omega_0^2-\omega^2}\right)=K^2 .
\]

Set \(\omega=\omega_0+x\) and \(K=\omega_0+\kappa\), with \(x\) and \(\kappa\) small. To leading order, \(\omega^2-K^2\simeq2\omega_0(x-\kappa)\) and \(\omega_0^2-\omega^2\simeq-2\omega_0x\). Therefore

\[
2\omega_0(x-\kappa)=\frac{s\omega_0}{2x},\qquad x(x-\kappa)=\frac s4 .
\]

There are two branches. The photon-like one approaches \(x=\kappa\) far from resonance, and its shift is

\[
x-\kappa=\tfrac12\left[-\kappa+\operatorname{sgn}(\kappa)\sqrt{\kappa^2+s}\right]. \tag{6}
\]

This is odd in \(\kappa\), so the two sides of the resonance cancel to leading order. The other branch approaches \(x=0\) far from resonance, where it is an excitation of the atoms and not a mode of the field; it is not counted in (1). Since the two roots add to \(\kappa\), its offset from \(\omega_0\) is the negative of (6) and is odd as well, so the resonance region adds nothing at leading order on either branch. The part of the level energy that (1) omits is found in the Remark below. For \(|\kappa|\gg\sqrt{|s|}\) the photon-like shift (6) becomes \(s/4\kappa\), the first-order shift. As \(s\to0\), the remaining integral is the principal value.

If the transition leads downward, \(\omega_{mn}<0\) and \(s<0\). For \(\kappa^2<|s|\) the roots are complex. The real part of the shift is \(-\kappa/2\), which is again odd. We use this real part as the frequency shift; the imaginary parts describe growth or decay of the modes.

The argument treats one isolated line. Above an ionization threshold the transitions form a continuum, which carries most of the weight in the Coulomb example below. There the gas absorbs, and we again take the real part of the shift by treating each transition of the continuum as a line and summing the results; this step is assumed and not proved separately.

The test of this limit integrates the full dispersion relation with \(\omega_0=c=1\) and \(\Omega=5\). After removal of \(\Omega^2/2\), the scaled integral should approach \(\tfrac12\ln24=1.58903\). The normal gas gives 1.57569 at \(s=10^{-4}\) and 1.58769 at \(s=10^{-6}\). The error falls tenfold when the density falls a hundredfold, as \(\sqrt s\) does. The inverted gas gives 1.58903 at both densities.

## Proof of the theorem

For one transition, let \(a=|\omega_{mn}|\) and split the integrand:

\[
\frac{\omega^3}{a^2-\omega^2}=-\omega+\frac{a^2\omega}{a^2-\omega^2}.
\]

An antiderivative of \(\omega/(a^2-\omega^2)\) is \(-\tfrac12\ln|a^2-\omega^2|\). At the points \(a\pm\eta\), the absolute values inside the logarithm are \(2a\eta\pm\eta^2\). Their ratio tends to one, so the singular contributions cancel. Hence

\[
\mathrm P\!\!\int_0^\Omega\frac{\omega^3d\omega}{a^2-\omega^2}
=-\frac{\Omega^2}{2}-\frac{a^2}{2}\ln\left|\frac{\Omega^2}{a^2}-1\right|.
\]

Insertion of this and (3) into (1) gives

\[
\Delta E_n(\Omega)=\frac{2e^2}{3\pi c^3}\sum_m\omega_{mn}|\mathbf r_{mn}|^2
\left[\frac{\Omega^2}{2}+\frac{\omega_{mn}^2}{2}\ln\left|\frac{\Omega^2}{\omega_{mn}^2}-1\right|\right]. \tag{7}
\]

By the sum rule, the first part is

\[
\frac{2e^2}{3\pi c^3}\,\frac{3\hbar}{2m}\,\frac{\Omega^2}{2}=\frac{\hbar e^2\Omega^2}{2\pi mc^3}.
\]

It does not depend on the state. A free electron obeys \(m\ddot{\mathbf r}=-e\mathbf E\), so its polarizability is \(-e^2/m\omega^2\). Equation (1) then gives the same energy, \(\hbar e^2\Omega^2/2\pi mc^3\), and the subtraction removes this part of (7).

In the rest, (4) gives

\[
\omega_{mn}^3|\mathbf r_{mn}|^2=\frac{\omega_{mn}|\mathbf p_{mn}|^2}{m^2}
=\frac{(E_m-E_n)|\mathbf p_{mn}|^2}{\hbar m^2}.
\]

For \(|\omega_{mn}|\ll\Omega\), \(\tfrac12\ln|\Omega^2/\omega_{mn}^2-1|\) tends to \(\ln(\Omega/|\omega_{mn}|)\). This is (2). \(\square\)

## Remark: what the zero-point energy leaves out

The refractive shift can also be found from the energy of an atom and one mode containing \(N\) photons. The mean square vacuum field \(\mathcal E^2\) follows from \(\tfrac12\hbar\omega=V_b\mathcal E^2/4\pi\), electric and magnetic parts being equal, so \(\mathcal E^2=2\pi\hbar\omega/V_b\). Emission and absorption have squared matrix elements proportional to \(N+1\) and \(N\). With \(d_\epsilon\) the dipole component along the polarization, second-order perturbation theory gives

\[
\delta E_N=-\frac{\mathcal E^2}{\hbar}\sum_m|(d_\epsilon)_{mn}|^2
\left[\frac{N+1}{\omega_{mn}+\omega}+\frac{N}{\omega_{mn}-\omega}\right].
\]

The increase per photon is \(-\mathcal E^2\alpha_n=-2\pi\hbar\omega\alpha_n/V_b\) after averaging. This is \(\hbar\delta\omega_k\) from (5) for one atom in the box. In the three-level test, exact diagonalization gives \(1.117868\times10^{-6}\) for this increase and the polarizability gives \(1.117881\times10^{-6}\), in model units.

The zero-point part is half the increase per photon. The level energy at \(N=0\) contains more. To identify the rest, use the coupling \(e\mathbf p\cdot\mathbf A/mc+e^2A^2/2mc^2\), where the mean square vacuum value of \(A\) is \(c^2\mathcal E^2/\omega^2\):

\[
\delta E_N=-\frac{2\pi e^2}{m^2\omega V_b}\sum_m|(p_\epsilon)_{mn}|^2
\left[\frac{N+1}{\omega_{mn}+\omega}+\frac N{\omega_{mn}-\omega}\right]
+\frac{\pi e^2\hbar(2N+1)}{m\omega V_b}.
\]

Half its slope in \(N\) agrees with the dipole form. To see this, put \(|p_\epsilon|^2=m^2\omega_{mn}^2|r_\epsilon|^2\) and write \(\omega_{mn}^2/(\omega_{mn}^2-\omega^2)=1+\omega^2/(\omega_{mn}^2-\omega^2)\). By the one-component sum rule, the term from 1 is \(-\pi e^2\hbar/m\omega V_b\), which cancels half the slope of the \(A^2\) term. What remains is \(\tfrac12\hbar\delta\omega_k\).

The \(A^2\) term at \(N=0\) equals half its slope, so it drops out of the difference between \(\delta E_0\) and the zero-point part. That difference contains

\[
\frac12\left[\frac1{\omega_{mn}+\omega}-\frac1{\omega_{mn}-\omega}\right]=\frac{\omega}{\omega^2-\omega_{mn}^2}.
\]

Average \(|p_\epsilon|^2\) to \(|\mathbf p|^2/3\), and sum over modes with the density \(V_b\omega^2d\omega/\pi^2c^3\). The difference is

\[
R_n=-\frac{2e^2}{3\pi m^2c^3}\sum_m|\mathbf p_{mn}|^2\,\mathrm P\!\!\int_0^\Omega\frac{\omega^2d\omega}{\omega^2-\omega_{mn}^2}.
\]

With \(a=|\omega_{mn}|\), the integral is \(\Omega+\tfrac a2\ln|(\Omega-a)/(\Omega+a)|\), which for a fixed transition tends to \(\Omega\) with a correction \(-a^2/\Omega\). Completeness gives \(\sum_m|\mathbf p_{mn}|^2=\langle p^2\rangle_n\), so

\[
R_n\simeq-\frac{\delta m}{m}\left\langle\frac{p^2}{2m}\right\rangle_n,
\qquad \delta m=\frac{4e^2\Omega}{3\pi c^3}. \tag{8}
\]

This is the first-order change of the kinetic energy when the mass grows by \(\delta m\). It is already included if \(m\) is the observed mass. Thus the zero-point energy gives the logarithmic shift, while the full second-order energy also contains a mass term.

## Coulomb and harmonic binding

The coefficient of \(\ln\Omega\) in (2) follows from another double commutator. Since \([H_0,p_i]=i\hbar\,\partial_iV\), we have \([p_i,[H_0,p_i]]=\hbar^2\partial_i^2V\). As in Lemma 1,

\[
\sum_m|\mathbf p_{mn}|^2(E_m-E_n)=\tfrac12\hbar^2\langle\nabla^2V\rangle_n. \tag{9}
\]

This has a direct reading. A free electron driven by a field component of frequency \(\omega\) has displacement amplitude \(eE/m\omega^2\). The vacuum field therefore gives it a mean square displacement

\[
\langle\delta r^2\rangle=\frac{e^2}{m^2}\int\frac{V_b\omega^2d\omega}{\pi^2c^3}\,\frac{2\pi\hbar\omega}{V_b\,\omega^4}
=\frac{2\hbar e^2}{\pi m^2c^3}\int\frac{d\omega}\omega .
\]

An isotropic displacement changes the average potential by \(\langle\delta r^2\rangle\nabla^2V/6\). Its coefficient, \(\hbar e^2/3\pi m^2c^3\) times \(\nabla^2V\), is the coefficient of the logarithm obtained from (2) and (9). The atomic frequencies set the lower end of the logarithm.

For a Coulomb centre, \(V=-Ze^2/r\) and \(\nabla^2V=4\pi Ze^2\delta(\mathbf r)\). The sum (9) becomes \(2\pi\hbar^2Ze^2|\psi_n(0)|^2\). An s state has a cutoff logarithm. For a p state the density at the centre vanishes, and the cutoff drops out of (2).

For an isotropic oscillator, \(V=\tfrac12m\omega_0^2r^2\), all dipole transitions have \(|\omega_{mn}|=\omega_0\), and \(\nabla^2V=3m\omega_0^2\). Formula (2) gives

\[
\Delta E^{\rm B}=\frac{\hbar e^2\omega_0^2}{\pi mc^3}\ln\frac{\Omega}{\omega_0}
\]

for every level. At this order, the logarithmic shift leaves the spacings of the oscillator unchanged.

## The 2s and 2p levels for charge number 1

Take an ideal fixed Coulomb centre with \(Z=1\). Let \(a_0=\hbar^2/me^2\), \(\alpha_{\rm fs}=e^2/\hbar c\), and let Ry be the Rydberg energy. The 2s function is \(\psi=B(1-r/2a_0)e^{-r/2a_0}\). Its normalization is

\[
1=4\pi B^2\int_0^\infty r^2\left(1-\frac r{a_0}+\frac{r^2}{4a_0^2}\right)e^{-r/a_0}dr
=4\pi B^2a_0^3(2-6+6),
\]

so \(|\psi(0)|^2=1/8\pi a_0^3\). The sum (9) is then \(W=\hbar^2e^2/4a_0^3\), or 0.25 in atomic units. The shift per unit logarithm is

\[
D=\frac{2e^2}{3\pi\hbar m^2c^3}\,W=\frac{\hbar e^4}{6\pi m^2c^3a_0^3}
=\frac{\alpha_{\rm fs}^5mc^2}{6\pi},\qquad \frac Dh=135.644\ \text{MHz}.
\]

Here \(a_0=\hbar/(\alpha_{\rm fs}mc)\) was used. Define the Bethe logarithm, with the same \(W\) for both states, by

\[
L_n=\frac1W\sum_m|\mathbf p_{mn}|^2(E_m-E_n)\ln\frac{|E_m-E_n|}{\rm Ry}.
\]

Diagonalization in a finite basis gives \(L_{2s}=2.81177\) and \(L_{2p}=-0.03002\); a second basis gives 2.81176 for 2s. With \(\hbar\Omega=mc^2\), \(\ln(mc^2/{\rm Ry})=10.53363\), and

\[
\frac{\Delta E_{2s}}h=135.644\,(10.53363-2.81177)\ \text{MHz}=1047.4\ \text{MHz},
\]

\[
\frac{\Delta E_{2p}}h=-135.644\,(-0.03002)\ \text{MHz}=4.07\ \text{MHz}.
\]

The 2s level lies above the 2p level by about 1043 MHz, or \(4.3\times10^{-6}\) eV. Without the field the two levels coincide in this model.

The logarithmic mean excitation energy of 2s is \({\rm Ry}\,e^{L_{2s}}=226\) eV. It is far above the 3.4 eV needed to ionize the level, and far below \(mc^2=511\) keV. The second inequality supports the large-cutoff approximation, but the sum also contains continuum states of higher energy.

A related finite-cutoff correction can be calculated from the zero-photon energy. With the \(A^2\) and mass terms removed, its integrand contains \(\omega/(\omega_{mn}+\omega)-1=-\omega_{mn}/(\omega_{mn}+\omega)\). For upward transitions the finite-cutoff logarithm is therefore \(\ln(1+\Omega/\omega_{mn})\). The 2s state couples only to p states, none of which lies below it, and the degenerate 2p state contributes nothing, so this form covers the whole sum. It gives 1052.9 MHz for 2s, 5.5 MHz more than (2). This is the finite-cutoff correction of the zero-photon energy, not of (7) alone: with \(a=\omega_{mn}\), \(\ln(1+\Omega/a)=\tfrac12\ln|\Omega^2/a^2-1|-\tfrac12\ln|(\Omega-a)/(\Omega+a)|\), so it also contains the logarithmic part of \(R_n\) that (8) drops.

The choice of cutoff matters more. Doubling \(\Omega\) adds \(135.644\ln2=94.0\) MHz to the 2s shift, so the model supports a splitting of about 1 GHz, and none of the finer digits printed above. A better value needs a relativistic treatment of the high frequencies, where the dipole approximation also fails. Spin, vacuum polarization and recoil of the centre are omitted as well.

The subtractions are large. At this cutoff the free-electron energy is 593.5 eV. The mass ratio is \(\delta m/m=0.003097\), and the mass term (8) for 2s is \(-2.547\times10^6\) MHz, about 2400 times the remaining shift in magnitude. The free-electron term does not depend on the state, and the mass term (8) is equal for 2s and 2p because the two states have the same \(\langle p^2\rangle\), so neither affects the splitting. The numerical output below gives the values and comparisons in full.

## Numbers as computed

```
THREE-LEVEL ATOM AND ONE MODE (model energy units)
levels: [0.  1.  2.7]; mode frequency: 0.43; coupling: 0.001
one-photon energy change, diagonalized: 1.117868e-06
one-photon energy change, polarizability: 1.117881e-06
zero-photon shift, diagonalized: 9.537887e-07
zero-photon shift, second order: 9.537929e-07
GAS DISPERSION (resonance frequency = 1, c = 1)
cutoff: 5.0; logarithmic part, formula: 1.58903
density parameter +1e-04: log part from modes 1.57569
density parameter +1e-06: log part from modes 1.58769
density parameter -1e-04: log part from modes 1.58903
density parameter -1e-06: log part from modes 1.58903
mass integral, gap 0.7, cutoff 200: 199.99755
COULOMB MODEL, CHARGE NUMBER 1 (atomic units)
oscillator-strength sum, 2s: 1.000000
sum |p|^2 (E_m-E_n), 2s: 0.250000; predicted 0.250000
sum |p|^2 (E_m-E_n), 2p: -4.98e-19; predicted 0
sum |p|^2, 2s: 0.250000; 2p: 0.250000
alpha(i*0.3), 2s, length form: 9.04639
alpha(i*0.3), 2s, velocity form: 9.04639
sum |p|^2/(E_m-E_n+0.3), 2s: 0.4413168; grid 0.4413169
sum |p|^2/(E_m-E_n+5.0), 2s: 0.0453189; grid 0.0453189
sum |p|^2/(E_m-E_n+50.0), 2s: 0.0049262; grid 0.0049262
Bethe logarithm 2s: 2.81177; second basis 2.81176
Bethe logarithm 2p (same weight as 2s): -0.03002
LEVEL SHIFTS (energy divided by Planck constant)
fine-structure constant: 0.007297353 (dimensionless)
Rydberg energy: 13.60569 eV
cutoff energy m c^2: 510999.0 eV
ln(m c^2/Rydberg): 10.53363
mean excitation energy 2s: 226.4 eV
shift per unit logarithm, n=2: 135.644 MHz
shift of 2s: 1047.4 MHz
shift of 2p: 4.07 MHz
2s minus 2p: 1043.4 MHz
2s minus 2p: 4.315e-06 eV
change of 2s shift if cutoff doubles: 94.0 MHz
2s shift, Bethe integral at finite cutoff: 1052.9 MHz
subtracted free-electron energy: 593.5 eV
mass change delta m/m at this cutoff: 0.003097
removed mass term of 2s: -2.5472e+06 MHz
```
